**Hall coefficient of a free-electron film with diffuse surfaces**

The program examines A = R/R0, the weak-field Hall coefficient relative to bulk, as a function of kappa = thickness / mean free path, with the field normal to the film. The formula is A = m/g², where g and m are the zeroth and first time moments of the current-weighted chance that an electron has met neither a surface nor a bulk collision. The program asserts that the survival function agrees with a direct count of flights, that the moments agree with quadrature, and that A and the conductivity agree with a grid solution of the Boltzmann equation for diffuse and half-specular surfaces. It also asserts the thick and thin limits, the split of A − 1 into an angular-spread term and a flight-time term, and a single crossing of A = 1 on the scanned range. The output shows A = 1.276 for an 80 Å film with a 400 Å mean free path, and A = 0.979 for an 800 Å film of the same metal. The crossover lies at kappa = 0.790 and the minimum, A = 0.978, at kappa = 1.59. The last lines show how A for the 80 Å film responds to specular reflection, a shorter or longer mean free path, a heavier normal mass, discrete subbands and a finite field; the subband figure is an estimate.

## Check in Python

```python
"""Weak-field Hall coefficient of a free-electron film with diffuse surfaces.

Result under test: R/R0 = A(kappa) = m/g**2, where kappa = thickness / mean
free path, g and m are the zeroth and first time moments of
exp(-kappa*u)*P(u), u is time in units of thickness / Fermi speed, and P(u)
is the current-weighted chance that an electron has not yet met a surface.
A > 1 only below a crossover thickness; thicker films have A slightly < 1.
The field is normal to the film; mu = |v_z|/v; p = specular fraction.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expn


def moments(kappa):
    e35 = expn(3, kappa) - expn(5, kappa)
    e24 = expn(2, kappa) - expn(4, kappa)
    g = 1/kappa - 3/(8*kappa**2) + 1.5*e35/kappa**2
    m = (1/kappa**2 - 3/(4*kappa**3) + 3*e35/kappa**3
         + 1.5*e24/kappa**2)
    return g, m


def hall_ratio(kappa):
    g, m = moments(kappa)
    return m/g**2


def survival(u):
    return 1 - 3*u/8 if u <= 1 else 3/(4*u) - 1/(8*u**3)


def angle_moments(mu, kappa):
    decay = np.exp(-kappa/mu)
    t = 1/kappa - mu*(1 - decay)/kappa**2
    m = (1 + decay)/kappa**2 - 2*mu*(1 - decay)/kappa**3
    return t, m


def unit_nodes(count):
    x, w = np.polynomial.legendre.leggauss(count)
    return (x + 1)/2, w/2


MU, W = unit_nodes(400)
WEIGHT = 1.5*(1 - MU**2)*W


def mean_time(kappa, p):
    decay = np.exp(-kappa/MU)
    loss = (1 - p)*MU*(1 - decay)/(1 - p*decay)
    return np.sum(WEIGHT*(1/kappa - loss/kappa**2))


def hall_ratio_specular(kappa, p):
    step = 1e-20
    value = mean_time(kappa + 1j*step, p)
    return -(value.imag/step)/value.real**2


def boltzmann_film(kappa, p, field=1e-3, steps=2000):
    """Solve the kinetic equation on a z grid; density = tau = 1.

    Returns -R*n and the conductivity ratio to bulk."""
    mu, w = unit_nodes(40)
    rate = (kappa/mu)[:, None, None]
    eye = np.broadcast_to(np.eye(2), (len(mu), 2, 2))
    matrix = rate*np.array([[1, field], [-field, 1]])
    h = 1/steps
    inverse = np.linalg.inv(eye + h*matrix/2)
    advance = inverse @ (eye - h*matrix/2)
    push = inverse @ (-h*rate*eye)
    free, driven = eye.copy(), np.zeros_like(matrix)
    free_mean, driven_mean = h*free/2, h*driven/2
    for i in range(steps):
        free = advance @ free
        driven = advance @ driven + push
        part = h/2 if i == steps - 1 else h
        free_mean = free_mean + part*free
        driven_mean = driven_mean + part*driven
    start = np.linalg.solve(eye - p*free, p*driven)
    response = free_mean @ start + driven_mean
    sigma = -np.tensordot(1.5*(1 - mu**2)*w, response, axes=1)
    rho = np.linalg.inv(sigma)
    return -rho[1, 0]/field, sigma[0, 0]


# Survival function from direct counting of starting points and directions
cells = (np.arange(1500) + 0.5)/1500
for u in (0.5, 1.0, 2.5, 6.0):
    alive = (cells[:, None] + cells[None, :]*u) < 1
    counted = np.mean(alive*1.5*(1 - cells[None, :]**2))
    assert abs(counted - survival(u)) < 2e-3

# Moments from quadrature of the survival function
for kappa in (0.1, 0.2, 1.0, 3.0):
    numeric = []
    for power in (0, 1):
        def integrand(u):
            return u**power*survival(u)*np.exp(-kappa*u)
        numeric.append(quad(integrand, 0, 1)[0]
                       + quad(integrand, 1, np.inf, limit=200)[0])
    assert np.allclose(numeric, moments(kappa), rtol=1e-6)

# Kinetic equation solved on a grid, with a small but finite field
solver_error = 0.0
for kappa in (0.2, 0.7, 2.0):
    for p in (0.0, 0.5):
        ratio, conductivity = boltzmann_film(kappa, p)
        target = hall_ratio_specular(kappa, p)
        solver_error = max(solver_error, abs(ratio/target - 1))
        assert abs(conductivity/(kappa*mean_time(kappa, p)) - 1) < 5e-4
        if p == 0:
            assert abs(ratio/hall_ratio(kappa) - 1) < 5e-4
assert solver_error < 5e-4

# Crossover, minimum, and a scan for further crossings
crossover = brentq(lambda k: hall_ratio(k) - 1, 0.3, 1.5)
lowest = minimize_scalar(hall_ratio, bounds=(0.9, 6), method="bounded",
                         options={"xatol": 1e-8})
scan = np.logspace(-3, 1.5, 300)
scan_ratio = hall_ratio(scan)
assert np.sum(np.diff(np.sign(scan_ratio - 1)) != 0) == 1
assert np.all(np.diff(scan_ratio[scan < lowest.x]) < 0)
assert np.all(np.diff(scan_ratio[scan > lowest.x]) > 0)

# Limits of very thick and very thin films
assert abs(hall_ratio(20.0) - 1 + (0.375/(20 - 0.375))**2) < 1e-8


def thin_limit(kappa):
    log_term = np.log(1/kappa) + 1 - np.euler_gamma
    return 4/(3*kappa*log_term**2)


assert abs(thin_limit(1e-4)/hall_ratio(1e-4) - 1) < 1e-3


# Split into angular spread (raises A) and finite flight time (lowers A)
def mechanism(kappa):
    t, m = angle_moments(MU, kappa)
    assert np.all(m <= t**2*(1 + 1e-12))
    mean_t = np.sum(WEIGHT*t)
    spread = np.sum(WEIGHT*t**2)/mean_t**2 - 1
    flight = np.sum(WEIGHT*(t**2 - m))/mean_t**2
    assert abs(1 + spread - flight - hall_ratio(kappa)) < 1e-6
    return spread, flight


# Worked example: rough round parameters of a good interconnect metal
fermi_ev, path_a, thick_a, field_t = 7.0, 400.0, 80.0, 1.0
temperature = 300.0
kappa = thick_a/path_a
e, mass, hbar = const.e, const.m_e, const.hbar
speed = np.sqrt(2*fermi_ev*e/mass)
wave = mass*speed/hbar
density = wave**3/(3*np.pi**2)
tau = path_a*1e-10/speed
omega_tau = e*field_t/mass*tau
rho_bulk = mass/(density*e**2*tau)*1e8
mobility = e*tau/mass*1e4
r_bulk = -1/(density*e)*1e11
g_film, m_film = moments(kappa)
a_film = hall_ratio(kappa)
phi = kappa*g_film
spread, flight = mechanism(kappa)
thick_kappa = 2.0
spread_thick, flight_thick = mechanism(thick_kappa)

# Contribution of grazing electrons, mu < kappa
shares = []
for index in (None, 0, 1):
    def angular(mu):
        value = 1 if index is None else angle_moments(mu, kappa)[index]
        return 1.5*(1 - mu**2)*value
    low = quad(angular, 1e-9, kappa)[0]
    shares.append(low/(low + quad(angular, kappa, 1)[0]))
assert shares[0] < shares[1] < shares[2]

# Heavier mass along the film normal: integrate over the real ellipsoid
normal_mass = 1.2
k_length = 1/np.sqrt(1 - MU**2 + MU**2/normal_mass)
shell = k_length**5*(1 - MU**2)*W
t_ell, m_ell = angle_moments(k_length*MU/normal_mass, kappa)
a_mass = (np.sum(shell*m_ell)/np.sum(shell)
          / (np.sum(shell*t_ell)/np.sum(shell))**2)
assert abs(a_mass/hall_ratio(kappa*np.sqrt(normal_mass)) - 1) < 1e-6

# Subband estimate: allowed normal wave numbers of a hard-wall film
subbands = int(wave*thick_a*1e-10/np.pi)
mu_sub = np.arange(1, subbands + 1)*np.pi/(wave*thick_a*1e-10)
w_sub = (1 - mu_sub**2)/np.sum(1 - mu_sub**2)
t_sub, m_sub = angle_moments(mu_sub, kappa)
a_subband = np.sum(w_sub*m_sub)/np.sum(w_sub*t_sub)**2

# Finite field from the complex relaxation rate
inverse_g = 1/mean_time(kappa*(1 - 1j*omega_tau), 0)
a_field = -inverse_g.imag/(kappa*omega_tau)

print(f"Fermi energy: {fermi_ev:.1f} eV")
print(f"Bulk mean free path: {path_a:.0f} angstrom")
print(f"Film thickness: {thick_a:.0f} angstrom = {thick_a/10:.1f} nm")
print(f"Magnetic field: {field_t:.1f} T")
print(f"Temperature: {temperature:.0f} K")
print(f"kappa = thickness / mean free path: {kappa:.3f}")
print(f"Fermi speed: {speed:.4e} m/s")
print(f"Electron density: {density*1e-30:.5f} per cubic angstrom")
print(f"Relaxation time: {tau*1e15:.2f} fs")
print(f"Bulk resistivity: {rho_bulk:.3f} microohm cm")
print(f"Bulk Hall coefficient: {r_bulk:.3f} x 1e-11 m^3/C")
print(f"Moment g: {g_film:.5f} (units d/v)")
print(f"Moment m: {m_film:.5f} (units (d/v)^2)")
print(f"Conductivity ratio Phi: {phi:.4f}")
print(f"Film resistivity: {rho_bulk/phi:.3f} microohm cm")
print(f"Hall ratio A: {a_film:.4f}")
print(f"Film Hall coefficient: {r_bulk*a_film:.3f} x 1e-11 m^3/C")
print(f"Apparent density n/A: {density*1e-30/a_film:.5f} per cubic angstrom")
print(f"Bulk mobility: {mobility:.2f} cm^2/Vs")
print(f"Film drift mobility: {mobility*phi:.2f} cm^2/Vs")
print(f"Film Hall mobility: {mobility*phi*a_film:.2f} cm^2/Vs")
print(f"Angular spread term, example: +{spread:.4f}")
print(f"Flight-time term, example: -{flight:.4f}")
print(f"Angular spread term, kappa {thick_kappa:.1f}: +{spread_thick:.4f}")
print(f"Flight-time term, kappa {thick_kappa:.1f}: -{flight_thick:.4f}")
print(f"Grazing (mu < kappa) share of weight: {100*shares[0]:.1f} %")
print(f"Grazing share of conductivity: {100*shares[1]:.1f} %")
print(f"Grazing share of first moment m: {100*shares[2]:.1f} %")
print(f"Crossover kappa: {crossover:.4f}")
print(f"Crossover thickness: {crossover*path_a:.1f} angstrom"
      f" = {crossover*path_a/10:.2f} nm")
print(f"Minimum A: {lowest.fun:.4f} at kappa {lowest.x:.3f}")
print(f"Thickness at minimum: {lowest.x*path_a:.0f} angstrom")
for d in (40, 160, 400, 800, 4000):
    print(f"A at {d} angstrom: {hall_ratio(d/path_a):.5f}")
print(f"Thin-limit formula at example: {thin_limit(kappa):.4f}")
print(f"Thin-limit formula at kappa 1e-4: {thin_limit(1e-4):.3f}")
print(f"Full A at kappa 1e-4: {hall_ratio(1e-4):.3f}")
print(f"Largest solver mismatch in A: {solver_error:.1e} (relative)")
print(f"A with specular fraction 0.5: {hall_ratio_specular(kappa, 0.5):.4f}")
print(f"A with mean free path halved: {hall_ratio(2*kappa):.4f}")
print(f"A with normal mass x {normal_mass:.1f}: {a_mass:.4f}")
print(f"Occupied subbands: {subbands}")
print(f"A from discrete subbands (estimate): {a_subband:.4f}")
print(f"Cyclotron frequency x relaxation time: {omega_tau:.5f}")
print(f"Relative change of A at this field: {a_field/a_film - 1:.1e}")
print(f"Thermal energy / Fermi energy: "
      f"{const.k*temperature/(fermi_ev*e):.5f}")
print(f"A if cooling makes the path 10x longer: {hall_ratio(kappa/10):.3f}")
print("checks complete")
```

Output:

```
Fermi energy: 7.0 eV
Bulk mean free path: 400 angstrom
Film thickness: 80 angstrom = 8.0 nm
Magnetic field: 1.0 T
Temperature: 300 K
kappa = thickness / mean free path: 0.200
Fermi speed: 1.5692e+06 m/s
Electron density: 0.08411 per cubic angstrom
Relaxation time: 25.49 fs
Bulk resistivity: 1.655 microohm cm
Bulk Hall coefficient: -7.421 x 1e-11 m^3/C
Moment g: 1.61506 (units d/v)
Moment m: 3.32887 (units (d/v)^2)
Conductivity ratio Phi: 0.3230
Film resistivity: 5.124 microohm cm
Hall ratio A: 1.2762
Film Hall coefficient: -9.470 x 1e-11 m^3/C
Apparent density n/A: 0.06591 per cubic angstrom
Bulk mobility: 44.83 cm^2/Vs
Film drift mobility: 14.48 cm^2/Vs
Film Hall mobility: 18.48 cm^2/Vs
Angular spread term, example: +0.4662
Flight-time term, example: -0.1900
Angular spread term, kappa 2.0: +0.0188
Flight-time term, kappa 2.0: -0.0396
Grazing (mu < kappa) share of weight: 29.6 %
Grazing share of conductivity: 56.1 %
Grazing share of first moment m: 82.3 %
Crossover kappa: 0.7898
Crossover thickness: 315.9 angstrom = 31.59 nm
Minimum A: 0.9777 at kappa 1.587
Thickness at minimum: 635 angstrom
A at 40 angstrom: 1.61144
A at 160 angstrom: 1.08727
A at 400 angstrom: 0.98653
A at 800 angstrom: 0.97920
A at 4000 angstrom: 0.99848
Thin-limit formula at example: 1.6142
Thin-limit formula at kappa 1e-4: 143.683
Full A at kappa 1e-4: 143.671
Largest solver mismatch in A: 5.2e-08 (relative)
A with specular fraction 0.5: 1.1201
A with mean free path halved: 1.0873
A with normal mass x 1.2: 1.2442
Occupied subbands: 34
A from discrete subbands (estimate): 1.2080
Cyclotron frequency x relaxation time: 0.00448
Relative change of A at this field: -1.7e-06
Thermal energy / Fermi energy: 0.00369
A if cooling makes the path 10x longer: 3.481
checks complete
```
